\section*{The orbital sum rule for core-level circular dichroism, derived step by step, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the integrated spectrum to the valence holes}

An atom or ion, possibly inside a solid, has a full core shell with orbital quantum number $c$ and an open valence shell with $l\ge 1$. An X-ray photon lifts one electron from $c$ to $l$. If the initial state $|g\rangle$ has a preferred sense of orbital circulation about the $z$ axis, the two circular polarizations are absorbed differently. The problem is to find what the difference, integrated over the whole edge, says about $|g\rangle$, without solving for the final states.

Angular momenta are in units of $\hbar$. For light of polarization $\boldsymbol\epsilon$ the electric-dipole absorption cross section is
\begin{equation}
\sigma(\omega)=4\pi^2\alpha\,\hbar\omega\sum_f\Big|\langle f|\sum_i\boldsymbol\epsilon\cdot\mathbf r_i|g\rangle\Big|^2\delta(E_f-E_g-\hbar\omega),
\end{equation}
with $\alpha$ the fine-structure constant. The polarizations used are
\begin{equation}
\mathbf e_{\pm1}=\mp\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2},\qquad \mathbf e_0=\hat{\mathbf z}.
\end{equation}
The integrated strength $I_q$ is the integral of $\sigma/(4\pi^2\alpha\hbar\omega)$ over $\hbar\omega$ for $\boldsymbol\epsilon=\mathbf e_q$. The photon-energy factor is thus divided out before integration.

\subsection*{(a) The transition operator}

\textit{Write the part of the dipole operator that moves an electron from $c$ to $l$ in second quantization. What does the label $q$ mean physically?}

\textbf{Solution.} In spherical coordinates $x\pm iy=r\sin\theta\,e^{\pm i\phi}$, so
\begin{equation}
\mathbf e_q\cdot\mathbf r=r\,C^1_q,\qquad C^1_{\pm1}=\mp\frac{\sin\theta\,e^{\pm i\phi}}{\sqrt2},\qquad C^1_0=\cos\theta .
\end{equation}
The factor $e^{iq\phi}$ turns an orbital with azimuthal number $\mu$ into one with $m=\mu+q$. Hence $q$ is the angular momentum along $z$ that the atom receives. For light travelling along $+z$, $q=+1$ and $q=-1$ are the two helicities. The case $q=0$ is linear polarization along $z$, which requires light travelling across the $z$ axis.

Let $c^\dagger_{\mu\sigma}$ and $l^\dagger_{m\sigma}$ create core and valence electrons with spin projection $\sigma$. The dipole operator does not act on spin, so
\begin{equation}
T_q=R\sum_{m\sigma}A_q(m)\,l^\dagger_{m\sigma}c_{m-q,\sigma},\qquad A_q(m)=\langle l\,m|C^1_q|c\,m-q\rangle .
\label{eq:T}
\end{equation}
Here $R$ is the radial integral of $r$ between the two shells. The element $A_q(m)$ is real, and it is set to zero if $|m-q|>c$. Parity and the triangle condition for a rank-one operator require $l=c\pm1$.

Equation \eqref{eq:T} contains two assumptions. A single number $R$ serves all transitions, so the radial functions are taken as the same for both spin-orbit components $j=c\pm\frac12$ of the core and for all final states. Transitions from $c$ to other shells $l'$, bound or continuum, are left out; in an experiment they must be weak or be subtracted.

\subsection*{(b) Removing the final states}

\textit{The final states have a core hole, strong spin-orbit coupling and Coulomb multiplets. Show that $I_q$ can nevertheless be written as an expectation value in $|g\rangle$, and state what is needed.}

\textbf{Solution.} Integration over $\hbar\omega$ removes the delta function:
\begin{equation}
I_q=\sum_f|\langle f|T_q|g\rangle|^2=\sum_f\langle g|T_q^\dagger|f\rangle\langle f|T_q|g\rangle .
\end{equation}
Let $\mathcal F$ be the space of all states with one hole in $c$ and one more valence electron than in $|g\rangle$. The vector $T_q|g\rangle$ lies in $\mathcal F$. The final-state Hamiltonian is Hermitian, so its eigenstates form a complete orthonormal set. If it does not connect $\mathcal F$ to other configurations, the eigenstates in $\mathcal F$ satisfy $\sum_f|f\rangle\langle f|=1$ on $\mathcal F$. If it does connect them, the same relation holds on the larger space, provided that every eigenstate carrying some of $T_q|g\rangle$ is included in the integration. In both cases
\begin{equation}
I_q=\langle g|T_q^\dagger T_q|g\rangle .
\label{eq:closure}
\end{equation}

Interactions in the final state decide where the strength appears in energy, but not its total. This depends on equal weights. With a weight $w(E_f)$ in the sum, the result would be $\langle g|T_q^\dagger\,w(H)\,T_q|g\rangle$, where $H$ is the final-state Hamiltonian, and the multiplet structure would enter again. The photon-energy factor in $\sigma$ is such a weight, which is why it was divided out. A cut that keeps one of the two spin-orbit edges is another.

\subsection*{(c) Using the full core}

\textit{Reduce \eqref{eq:closure} to a property of the valence shell alone.}

\textbf{Solution.} From \eqref{eq:T},
\begin{equation}
T_q^\dagger T_q=R^2\sum_{mm'\sigma\sigma'}A_q(m')A_q(m)\,c^\dagger_{m'-q,\sigma'}\,l_{m'\sigma'}\,l^\dagger_{m\sigma}\,c_{m-q,\sigma}.
\end{equation}
Core and valence operators anticommute. Moving $c^\dagger_{m'-q,\sigma'}$ to the right past the two valence operators gives two minus signs, hence none:
\begin{equation}
c^\dagger_{m'-q,\sigma'}l_{m'\sigma'}l^\dagger_{m\sigma}c_{m-q,\sigma}
=l_{m'\sigma'}l^\dagger_{m\sigma}\,c^\dagger_{m'-q,\sigma'}c_{m-q,\sigma}.
\end{equation}
The core pair now acts directly on $|g\rangle$, in which every core orbital is occupied. It removes one core electron and then creates one. If the two orbitals differ, the second step tries to fill an occupied orbital and gives zero. If they coincide, the state is restored. Therefore
\begin{equation}
c^\dagger_{m'-q,\sigma'}c_{m-q,\sigma}|g\rangle=\delta_{mm'}\delta_{\sigma\sigma'}|g\rangle ,
\end{equation}
and the strengths become
\begin{equation}
I_q=R^2\sum_m A_q(m)^2\,h_m,\qquad h_m=\sum_\sigma\langle g|l_{m\sigma}l^\dagger_{m\sigma}|g\rangle .
\label{eq:holes}
\end{equation}
Since $l_{m\sigma}l^\dagger_{m\sigma}=1-l^\dagger_{m\sigma}l_{m\sigma}$, the number $h_m$ counts the holes in orbital $m$, summed over spin.

No single-determinant form of $|g\rangle$ has been assumed. The valence electrons may be correlated in any way, and coherences between different $m$ drop out because, at fixed $q$, the core orbital left empty identifies $m$.

Two sums over $h_m$ are needed later. With $n$ valence electrons the number of holes is
\begin{equation}
\sum_m h_m=4l+2-n\equiv n_h .
\label{eq:nh}
\end{equation}
With $n_m$ the mean number of electrons in orbital $m$, $h_m=2-n_m$, and because $\sum_m m=0$,
\begin{equation}
\sum_m m\,h_m=2\sum_m m-\sum_m m\,n_m=-\langle L_z\rangle .
\label{eq:Lz}
\end{equation}
The holes carry the opposite of the orbital angular momentum $\langle L_z\rangle$ of the valence electrons. If $|g\rangle$ is a superposition of different valence occupations, as in a covalent solid, the same steps apply and $n$ and $n_h$ become mean values.

\subsection*{(d) The angular factor}

\textit{Express $A_q(m)^2$ through a squared $3j$ symbol, and determine the constant in front of it.}

\textbf{Solution.} The $3j$ symbol is related to the Clebsch-Gordan coefficient by
\begin{equation}
\langle j_1m_1;j_2m_2|JM\rangle=(-1)^{j_1-j_2+M}\sqrt{2J+1}\begin{pmatrix}j_1&j_2&J\\m_1&m_2&-M\end{pmatrix}.
\label{eq:cg}
\end{equation}
A coupled state is normalized, so the squares of its coefficients sum to one. Hence the squared $3j$ symbols, summed over two of the projections with the third held fixed, give one over the multiplicity belonging to the fixed projection. Permuting the columns changes the symbol at most by a sign, so this holds for each column.

The products $C^1_q|c\mu\rangle$ transform under rotation as the product states of angular momenta 1 and $c$. Their overlap with $|lm\rangle$ is therefore a Clebsch-Gordan coefficient times a number that does not depend on $m$, $q$ or $\mu$. This is the Wigner-Eckart theorem, and after squaring it reads
\begin{equation}
A_q(m)^2=N\,w_q(m),\qquad w_q(m)=\begin{pmatrix}l&1&c\\-m&q&m-q\end{pmatrix}^2 .
\label{eq:we}
\end{equation}

One element fixes $N$. Take first $l=c+1$ with $m=l$, $\mu=c$ and $q=1$. This is the stretched coupling of $1$ and $c$ to $l$, whose Clebsch-Gordan coefficient has modulus one, so $w_1(l)=1/(2l+1)$. The orbitals are $|Y_{ll}|=\mathcal N_l\sin^l\theta$, with
\begin{equation}
\mathcal N_l^{-2}=2\pi J_l,\qquad J_l=\int_0^\pi\sin^{2l+1}\theta\,d\theta .
\end{equation}
Multiplying $Y_{cc}$ by $C^1_1$ supplies a factor $\sin\theta/\sqrt2$ and the phase $e^{i\phi}$, so the product is proportional to $Y_{ll}$ and
\begin{equation}
A_1(l)^2=\frac12\,\frac{\mathcal N_{l-1}^2}{\mathcal N_l^2}=\frac12\,\frac{J_l}{J_{l-1}} .
\end{equation}
Integrating $\sin^{2l}\theta\,\sin\theta$ by parts, with a vanishing boundary term, gives
\begin{equation}
J_l=2l\int_0^\pi\cos^2\theta\,\sin^{2l-1}\theta\,d\theta=2l\,(J_{l-1}-J_l),
\qquad\frac{J_l}{J_{l-1}}=\frac{2l}{2l+1}.
\end{equation}
Therefore
\begin{equation}
A_1(l)^2=\frac{l}{2l+1}\qquad(l=c+1),
\label{eq:stretched}
\end{equation}
and division by $w_1(l)$ gives $N=l$.

For $l=c-1$ the roles of the shells are exchanged. The operators obey $(C^1_q)^\dagger=(-1)^qC^1_{-q}$, so the squared element from $|c\,c\rangle$ to $|l\,l\rangle$ with $q=-1$ equals the one from $|l\,l\rangle$ to $|c\,c\rangle$ with $q=+1$. That one is $c/(2c+1)$ by the calculation just made, while the squared $3j$ symbol is $1/(2c+1)$, so $N=c$. Both cases are covered by
\begin{equation}
A_q(m)^2=l_>\,w_q(m),\qquad l_>=\max(l,c).
\label{eq:A}
\end{equation}

\subsection*{(e) The total strength}

\textit{Find $S=I_++I_0+I_-$.}

\textbf{Solution.} Equations \eqref{eq:holes} and \eqref{eq:A} give $S=R^2l_>\sum_m h_m\sum_q w_q(m)$. At fixed $m$, the sum over $q$ runs over all allowed pairs of projections in the other two columns, so it equals $1/(2l+1)$ for every $m$. Then, with \eqref{eq:nh},
\begin{equation}
S=R^2\,\frac{l_>}{2l+1}\,n_h .
\label{eq:S}
\end{equation}
The total strength counts holes without regard to the orbitals they occupy. It supplies a normalization in which the unknown $R^2$ will cancel.

\subsection*{(f) One hole, to fix the sign}

\textit{A $d$ shell has a single hole, in the orbital $m=2$, and the core is a $p$ shell. Find the three strengths and compare their asymmetry with $\langle L_z\rangle$.}

\textbf{Solution.} The final orbital $m=2$ can be reached from $\mu=2-q$. A $p$ shell has $\mu=-1,0,1$, so $q=+1$ is the sole possibility. From \eqref{eq:stretched} with $l=2$,
\begin{equation}
I_+=\tfrac25R^2=0.4\,R^2,\qquad I_0=I_-=0 .
\end{equation}
The sum agrees with \eqref{eq:S}, which gives $\frac25R^2$ for one hole. The asymmetry is
\begin{equation}
\frac{I_+-I_-}{I_++I_0+I_-}=1 .
\end{equation}
The nine electrons have $\langle L_z\rangle=-2$, because a full shell has zero. In this example the light that gives positive angular momentum to the atom is absorbed while the electrons circulate in the negative sense: the only empty orbital has $m=2$, and a $p$ electron can reach it only by gaining angular momentum.

Suppose that $I_0$ is not measured and $\frac32(I_++I_-)$ is used in place of the sum. Here that gives $0.6\,R^2$ instead of $0.4\,R^2$, and an asymmetry of $0.67$ instead of 1. The replacement is an added assumption about the distribution of the holes.

\section{Recoupling, the sum rule and a model spectrum}

The symbols and results taken over are these. The core shell $c$ is full, and the valence shell $l=c\pm1$ has $n_h$ holes, of which $h_m$ are in orbital $m$. The integrated strength $I_q$ belongs to light that gives the atom angular momentum $q$ along $z$, with the photon-energy factor divided out; $R$ is the radial integral and $l_>=\max(l,c)$. It was found that
\begin{equation}
I_q=R^2l_>\sum_m w_q(m)\,h_m,\qquad w_q(m)=\begin{pmatrix}l&1&c\\-m&q&m-q\end{pmatrix}^2,
\label{eq:start}
\end{equation}
\begin{equation}
I_++I_0+I_-=R^2\frac{l_>}{2l+1}n_h,\qquad\sum_m m\,h_m=-\langle L_z\rangle .
\label{eq:start2}
\end{equation}
What remains is the dependence of $w_q(m)$ on $m$.

The integrated strengths have been reduced to weighted counts of the valence holes, and their sum over the three polarizations gives the total number of holes. It remains to find how the weights $w_q(m)$ depend on $m$, to obtain from this the sum rule for $\langle L_z\rangle$, and to test the rule and its limits on a model spectrum.
